# Early solute uptake by a strongly segregating grain boundary

## Problem

Two large grains of a dilute alloy meet at a flat, stationary grain boundary at $x=0$. At time $t=0$ both grains contain solute at the uniform concentration $c_0$ (atoms per volume), and the boundary contains none. Solute diffuses in each grain with the same constant diffusivity $D$. The boundary binds solute strongly. No solute leaves through the ends of the boundary.

Let $\Gamma(t)$ be the number of solute atoms on boundary sites per unit boundary area. Find $\Gamma(t)$ at early times, and say how early the time must be. Evaluate the result for 0.10 at.% tin in copper after 30 s at 400 °C.

Here $\Gamma$ is the excess of the boundary over the lattice right beside it. Strictly, one should subtract what a lattice slab of the boundary's thickness $w$ would hold at the adjacent concentration $c_s$. With $\Gamma=Kc_s$, where the length $K$ measures the strength of segregation, that correction is a fraction $w/K$ of $\Gamma$, negligible when $K\gg w$. An excess that also counted the depleted zones in the grains would not grow at all, because solute is conserved.

## A tempting solution

The boundary starts empty and the grains start at $c_0$. When an empty region touches a region at $c_0$, diffusion sets the contact concentration at the midway value $c_0/2$ and holds it there. Each grain therefore sees a concentration drop of $c_0/2$ at its face. The flux out of a half-space whose face is held a step $\Delta c$ below its interior is $\Delta c\sqrt{D/(\pi t)}$, so each grain delivers

$$\int_0^t \frac{c_0}{2}\sqrt{\frac{D}{\pi t'}}\,dt' = c_0\sqrt{\frac{Dt}{\pi}},$$

and the two together give $\Gamma = 2c_0\sqrt{Dt/\pi}$.

## Where it fails

The flux formula and the integration are sound. The fault is the contact value $c_0/2$. It belongs to two half-spaces of the same material, one full and one empty, where symmetry fixes the midpoint. A grain boundary is a thin layer of strongly binding sites, and the concentration beside it is set by local equilibrium with those sites.

The solution contradicts itself on this point. If $c_s$ were fixed at $c_0/2$, local equilibrium would require a fixed content $\Gamma=Kc_0/2$ from the first instant. The answer obtained instead starts at zero and grows as $\sqrt t$.

Local equilibrium in fact gives $c_s=\Gamma/K$. At the start $\Gamma=0$, so $c_s=0$, and for large $K$ it stays far below $c_0$ as long as $\Gamma$ is far below $Kc_0$. The early boundary is a nearly perfect sink, and each grain sees the full drop $c_0$.

## Correct solution

**Profile in one grain.** For $x>0$ solve

$$\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2},\qquad c(0,t)=0,\qquad c(x,0)=c_0 .$$

The problem is linear, so $c_0$ only sets the scale of $c$. The one remaining constant, $D$, supplies no length by itself, so $c/c_0$ can depend on $x$ and $t$ only through $\eta=x/\sqrt{4Dt}$. Put $c=f(\eta)$. Since $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/\sqrt{4Dt}$,

$$-\frac{\eta}{2t}f' = D\,\frac{f''}{4Dt}\quad\Rightarrow\quad f''=-2\eta f'\quad\Rightarrow\quad f'=A\,e^{-\eta^2}.$$

The condition $f(0)=0$ gives $f=A\int_0^\eta e^{-s^2}ds$. The condition $f(\infty)=c_0$, with $\int_0^\infty e^{-s^2}ds=\sqrt\pi/2$, gives $A=2c_0/\sqrt\pi$. Hence $c=c_0\,\mathrm{erf}(\eta)$.

**Flux and uptake.** The flux into the boundary from this grain is

$$J=D\left.\frac{\partial c}{\partial x}\right|_{0^+}=D\,\frac{f'(0)}{\sqrt{4Dt}}=D\,\frac{2c_0}{\sqrt\pi}\,\frac{1}{2\sqrt{Dt}}=c_0\sqrt{\frac{D}{\pi t}} .$$

It diverges at $t=0$, but integrably: $\int_0^t t'^{-1/2}dt'=2\sqrt t$. One grain delivers $2c_0\sqrt{Dt/\pi}$, and the mirror-image grain delivers the same. Therefore

$$\boxed{\Gamma(t)\simeq\Gamma_0(t)=4c_0\sqrt{\frac{Dt}{\pi}}}$$

The 4 is a 2 from the time integral and a 2 from the two grains.

**Solute balance.** The solute missing from the grains must equal this amount. With $\int_0^\infty\mathrm{erfc}(\eta)\,d\eta=1/\sqrt\pi$,

$$2\int_0^\infty (c_0-c)\,dx=2c_0\sqrt{4Dt}\int_0^\infty \mathrm{erfc}(\eta)\,d\eta=4c_0\sqrt{\frac{Dt}{\pi}} .$$

The binding strength does not appear in the result. It decides how long the result holds.

## How early is early

**Back-pressure.** Now let $c_s(t)$ rise from zero. By linearity, a unit step of face concentration applied at time $\tau$ sends $2\sqrt{D(t-\tau)/\pi}$ back into each grain by time $t$. Summing the steps $dc_s=\dot c_s\,d\tau$ over both grains,

$$\Gamma=\Gamma_0-4\sqrt{\frac D\pi}\int_0^t\sqrt{t-\tau}\;\dot c_s(\tau)\,d\tau .$$

Integrate by parts. The end terms vanish because $\sqrt{t-\tau}=0$ at $\tau=t$ and $c_s(0)=0$, while the derivative of $\sqrt{t-\tau}$ supplies a factor $\tfrac12$:

$$\Gamma(t)=\Gamma_0(t)-2\sqrt{\frac D\pi}\int_0^t\frac{c_s(\tau)}{\sqrt{t-\tau}}\,d\tau .$$

**Bounds.** Since $c_s\ge0$, $\Gamma\le\Gamma_0$. Let local equilibrium be any increasing relation $c_s=g(\Gamma)$ with $g(0)=0$. Then, for $\tau\le t$, $c_s(\tau)\le g(\Gamma_0(\tau))\le g(\Gamma_0(t))$. Taking this largest value out of the integral and using $\int_0^t(t-\tau)^{-1/2}d\tau=2\sqrt t$, the loss is at most $4g(\Gamma_0)\sqrt{Dt/\pi}$. Dividing by $\Gamma_0$,

$$1-\frac{g(\Gamma_0(t))}{c_0}\;\le\;\frac{\Gamma(t)}{\Gamma_0(t)}\;\le\;1 .$$

The law is good while the boundary content it predicts would be in equilibrium with a lattice concentration far below $c_0$.

**Linear segregation and the late limit.** For $c_s=\Gamma/K$ the equation can be solved. Let a hat denote the Laplace transform with variable $p$. The transforms of $\sqrt t$ and $1/\sqrt t$ are $\tfrac{\sqrt\pi}{2}p^{-3/2}$ and $\sqrt{\pi/p}$, and the integral is a convolution, so

$$\hat\Gamma=\frac{2c_0\sqrt D}{p^{3/2}}-\frac{b}{\sqrt p}\,\hat\Gamma,\qquad b=\frac{2\sqrt D}{K}.$$

Using $2\sqrt D=Kb$ and solving for $\hat\Gamma$,

$$\hat\Gamma=Kc_0\,\frac{b}{p(\sqrt p+b)}=Kc_0\left[\frac1p-\frac{1}{\sqrt p(\sqrt p+b)}\right].$$

The last term is the transform of $F=e^{b^2t}\mathrm{erfc}(b\sqrt t)$. Indeed $F'=b^2F-b/\sqrt{\pi t}$ with $F(0)=1$, so $(p-b^2)\hat F=1-b/\sqrt p$. Dividing by $p-b^2=(\sqrt p-b)(\sqrt p+b)$ gives the stated form. With $z=b\sqrt t=2\sqrt{Dt}/K$,

$$\Gamma=Kc_0\left[1-e^{z^2}\mathrm{erfc}(z)\right].$$

For small $z$ the bracket is $2z/\sqrt\pi-z^2+\dots$. The first term reproduces $\Gamma_0$, and the ratio of the second to the first gives

$$\frac{\Gamma}{\Gamma_0}=1-\frac{\sqrt{\pi Dt}}{K}+\dots$$

For large $z$, $e^{z^2}\mathrm{erfc}(z)\to1/(z\sqrt\pi)$, and $\Gamma$ tends to the equilibrium value $Kc_0$. The square-root law thus requires $\sqrt{\pi Dt}\ll K$, which is what strong binding means here. There is also a lower limit on the time: the diffusion equation treats the lattice as a continuum, so $\sqrt{Dt}$ must be much longer than the spacing of atomic planes.

**Finite number of sites.** Let the boundary have $\Gamma_s$ equal sites per area with binding energy $E$, and the lattice $N$ atoms per volume. For dilute, non-interacting solute, and leaving out any vibrational entropy of segregation,

$$\frac{\Gamma}{\Gamma_s-\Gamma}=\frac{c_s}{N}e^{E/kT}\;\Rightarrow\; c_s=\frac{\Gamma}{K(1-\Gamma/\Gamma_s)},\qquad K=\frac{\Gamma_s}{N}e^{E/kT}.$$

The bounds apply with this $g$ as long as $\Gamma_0<\Gamma_s$.

## Tin in copper at 400 °C

The material parameters are rough typical values: diffusion prefactor 1.0 cm²/s, activation energy 1.95 eV, $E=0.40$ eV, $\Gamma_s=10$ nm⁻², and a cubic cell edge of 0.36 nm, which gives $N=85.73$ nm⁻³. With $kT=0.05801$ eV,

$$D=10^{14}\,e^{-1.95/0.05801}\ \text{nm}^2/\text{s}=0.25\ \text{nm}^2/\text{s},\qquad c_0=10^{-3}N=0.0857\ \text{nm}^{-3}.$$

After 30 s, $\sqrt{Dt}=2.75$ nm, and

$$\Gamma_0=c_0\times\frac{4\times2.747\ \text{nm}}{\sqrt\pi}=0.0857\times6.20\ \text{nm}^{-2}=0.53\ \text{nm}^{-2},$$

or $5.3\times10^{13}$ cm⁻². The boundary has collected the solute of a 6.2 nm layer of alloy and filled about 5% of its sites.

The segregation length is $K=(10/85.73)\,e^{0.40/0.05801}\ \text{nm}\approx115$ nm, so the first-order loss $\sqrt{\pi Dt}/K$ is 4.2% of $\Gamma_0$. The numerical solution with finite sites gives $\Gamma=0.509$ nm⁻². The lattice beside the boundary is then at $c_s=0.509/(115\times0.949)=0.0047$ nm⁻³, about 5% of $c_0$. The tempting solution needed 50%, which by the same relation requires $\Gamma=4.94/(1+0.494)=3.3$ nm⁻², while it predicted 0.27 nm⁻².

With the same parameters at other times, in the continuum model:

| $t$ (s) | $\Gamma_0$ (nm⁻²) | $\Gamma/\Gamma_0$ | lower bound |
|---|---|---|---|
| 3 | 0.17 | 0.987 | 0.983 |
| 30 | 0.53 | 0.957 | 0.943 |
| 300 | 1.68 | 0.865 | 0.796 |
| 1800 | 4.12 | 0.683 | 0.292 |

In this model, setting $g(\Gamma_0)=0.1c_0$ guarantees that back-pressure costs less than 10% up to 86 s; the actual loss at that time is 7%. By 1800 s the law fails because the boundary holds more than half of its equilibrium content, 4.97 nm⁻² for large grains, and the back-pressure is no longer small. Overlap with neighbouring boundaries is not the cause in this flat geometry: with parallel boundaries 200 nm apart, a perfect sink still gives $\Gamma/\Gamma_0=1.0000$ at 1800 s. Equiaxed grains are drained from all sides, and there overlap does matter. For spherical grains of radius $R\gg\sqrt{Dt}$ the flux into a perfect sink is $c_0(\sqrt{D/(\pi t)}-D/R)$, so $\Gamma/\Gamma_0=1-\sqrt{\pi Dt}/(2R)$. With $R=100$ nm this is a loss of 2% at 30 s but 19% at 1800 s.

**Set beside a real interconnect.** With these parameters, a stationary boundary and sealed ends, the square-root law serves to within about 10% for a 30 s anneal at 400 °C, but over half an hour the finite-site result should replace it, and in equiaxed grains as small as 200 nm the draining of each grain from all sides must be included as well. Other idealisations matter as follows, each changed alone at 30 s.

- Replacing the continuum by atomic planes 0.21 nm apart lowers the uptake of a perfect sink by 3.3%, if the last jump into the boundary is as fast as a jump between lattice planes. This loss is larger at shorter times, about 10% at 3 s, so the first row of the table, including its lower bound, describes the continuum model and not the atomic lattice.
- A temperature 10 K higher raises $\Gamma_0$ by 28%, through $D$.
- The two energies are only roughly known. An activation energy lower by 0.1 eV multiplies $\Gamma_0$ by 2.4, and a binding energy of 0.30 eV instead of 0.40 eV raises the loss from 4% to about 20% of $\Gamma_0$. The numbers for tin in copper are therefore estimates, and a real prediction needs measured values of both energies.
- A perfect-sink boundary that moves steadily by 2 nm during the anneal collects 4% more than $\Gamma_0$; one that moves 10 nm collects 86% more. The gain reaches about 10% at 3 nm, so the law needs a boundary that moves by no more than 2 to 3 nm during this anneal.

Of the assumptions compared here, the most fragile for a short boundary is that of sealed ends. Suppose a boundary of height $h=100$ nm is closed below but ends above at an interface that absorbs all arriving solute. Let $D_b$ be the diffusivity along the boundary, taken here as roughly $10^4$ nm²/s (an assumed prefactor of 0.1 cm²/s and activation energy of 1.2 eV), and $y$ the height above the closed end. When drainage is fast, supply at the rate $q=d\Gamma_0/dt=\Gamma_0/(2t)$ balances it: $D_b\Gamma''=-q$, with $\Gamma'(0)=0$ and $\Gamma(h)=0$. Then $\Gamma=q(h^2-y^2)/(2D_b)$, whose mean is $qh^2/(3D_b)$, so the retained fraction is

$$\frac{\bar\Gamma}{\Gamma_0}=\frac{h^2}{6D_bt}\approx0.5\%,$$

in agreement with the time-dependent numerical value. In that case $4c_0\sqrt{Dt/\pi}$ still describes what the grains have delivered, but nearly all of it sits at the top interface. A real cap or liner may block solute, absorb some of it or, if it contains tin itself, supply more, so for a boundary this short the formula predicts the content only where exchange with those interfaces is known to be weak. A boundary much taller than $\sqrt{D_bt}$ would lose solute mainly near its open end and keep most of the rest. With the assumed $D_b$ this length is about 560 nm, and a boundary 2 µm tall keeps about 75% of $\Gamma_0$. The value of $D_b$ is uncertain by orders of magnitude: boundary self-diffusion in pure copper at this temperature is nearer $10^6$ nm²/s, and a solute that fast would have $\sqrt{D_bt}$ of about 5 µm. Most of the values quoted here are in the numerical output below.

## Table of computed values

```
Rough inputs, dilute tin in copper
temperature = 673.15 K
anneal time = 30 s
diffusion prefactor = 1.0 cm2/s
diffusion activation energy = 1.95 eV
boundary binding energy = 0.40 eV
boundary site density = 10.0 nm^-2
cubic cell edge = 0.36 nm
solute atom fraction = 0.10 at.%
half grain width = 100 nm
Early law
thermal energy kT = 0.05801 eV
lattice diffusivity D = 0.2516 nm2/s
lattice atom density N = 85.73 nm^-3
bulk concentration c0 = 0.08573 nm^-3
diffusion length sqrt(Dt) = 2.747 nm
equivalent depth Gamma0/c0 = 6.200 nm
excess Gamma0 = 0.5315 nm^-2
excess Gamma0, converted = 5.315e+13 cm^-2
fraction of sites filled = 5.32 %
one grain empty: uptake/Gamma0 = 0.5000
Back-pressure and site filling
segregation length K = 115.24 nm
first-order loss sqrt(pi D t)/K = 4.23 %
equilibrium Gamma = 4.970 nm^-2
time with loss guaranteed below 10 % = 85.9 s
actual Gamma/Gamma0 at that time = 0.9277
t = 3 s: Gamma0 = 0.1681 nm^-2, Gamma = 0.1658 nm^-2
  Gamma/Gamma0 = 0.9866, lower bound = 0.9827
t = 30 s: Gamma0 = 0.5315 nm^-2, Gamma = 0.5089 nm^-2
  Gamma/Gamma0 = 0.9574, lower bound = 0.9432
t = 300 s: Gamma0 = 1.6808 nm^-2, Gamma = 1.4534 nm^-2
  Gamma/Gamma0 = 0.8647, lower bound = 0.7955
t = 1800 s: Gamma0 = 4.1171 nm^-2, Gamma = 2.8105 nm^-2
  Gamma/Gamma0 = 0.6827, lower bound = 0.2916
Other neglected effects
atomic plane spacing = 0.2078 nm
loss from discrete planes = 3.32 %
perfect sink, closed grains, 1800 s: ratio = 1.0000
10 K hotter: Gamma0 multiplied by 1.2789
boundary moves 2 nm: uptake/Gamma0 = 1.0436
boundary moves 10 nm: uptake/Gamma0 = 1.8560
rough boundary diffusivity = 1.037e+04 nm2/s
boundary height = 100 nm
retained with empty top sink = 0.539 %
estimate h^2/(6 D_b t) = 0.536 %
```
